# Fock exchange on Bloch states: convolution and integrable Coulomb singularity

## The situation

An electron in a filled band exchanges with every other electron of the same spin. In a plane-wave calculation this becomes a sum over the wavevectors of the occupied states, and the Coulomb factor $1/q^2$ is infinite when the two wavevectors coincide. That term occurs at every $\mathbf k$ of an ordinary mesh. An implementation must know whether the operator is finite, and what to put in place of the infinite term.

## Conventions

The crystal has cell volume $\Omega$ and periodic boundary conditions on a volume $V$. For one spin, the orbitals are

$$\psi_{m\mathbf p}(\mathbf r)=V^{-1/2}e^{i\mathbf p\cdot\mathbf r}u_{m\mathbf p}(\mathbf r),\qquad \langle a|b\rangle=\frac1\Omega\int_\Omega a^*b\,d^3r,$$

with $u_{m\mathbf p}$ cell-periodic and $\langle u_{m\mathbf p}|u_{n\mathbf p}\rangle=\delta_{mn}$. Occupations obey $0\le f_{m\mathbf p}\le1$. I write $e^2$ for $e^2/4\pi\varepsilon_0$ and $v(\mathbf q)=4\pi e^2/q^2$. The same-spin density matrix and the Fock exchange kernel are

$$\gamma(\mathbf r,\mathbf r')=\sum_{m\mathbf k'}f_{m\mathbf k'}\psi_{m\mathbf k'}(\mathbf r)\psi^*_{m\mathbf k'}(\mathbf r'),\qquad K(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')\,w(\mathbf r-\mathbf r').$$

In the infinite crystal $w=e^2/r$. At finite $V$ it is the periodic function $w(\mathbf r)=V^{-1}\sum_{\mathbf Q}v(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$, where $\mathbf Q$ runs over the wavevectors allowed in $V$. The value used at $\mathbf Q=0$ is a finite number still to be chosen.

## From the kernel to a convolution

Under a lattice translation of both arguments, each product $\psi_{m\mathbf k'}(\mathbf r)\psi^*_{m\mathbf k'}(\mathbf r')$ acquires a phase and its conjugate, which cancel. Hence $K$ commutes with lattice translations and maps a Bloch state of wavevector $\mathbf k$ to another of the same $\mathbf k$.

Apply $K$ to $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$ and insert the series for $w$. The integral over $\mathbf r'$ is

$$\frac1V\int_V e^{i(\mathbf k-\mathbf k'-\mathbf Q)\cdot\mathbf r'}u^*_{m\mathbf k'}(\mathbf r')u(\mathbf r')\,d^3r'.$$

Since $u^*_{m\mathbf k'}u$ is cell-periodic, this vanishes unless $\mathbf Q=\mathbf k-\mathbf k'+\mathbf G$ for a reciprocal lattice vector $\mathbf G$. It then equals $\langle e^{i\mathbf G\cdot\mathbf r}u_{m\mathbf k'}|u\rangle$. The phase left outside is $e^{i(\mathbf k'+\mathbf Q)\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}e^{i\mathbf G\cdot\mathbf r}$. Removing $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ gives the operator on periodic parts:

$$K_{\mathbf k}u=-\frac1V\sum_{\mathbf k'\mathbf G}v(\mathbf k-\mathbf k'+\mathbf G)\sum_m f_{m\mathbf k'}\,e^{i\mathbf G\cdot\mathbf r}u_{m\mathbf k'}\,\langle e^{i\mathbf G\cdot\mathbf r}u_{m\mathbf k'}|u\rangle. \tag{1}$$

Here $\mathbf k'$ stays in one Brillouin zone. Now label the same orbital by $\mathbf p=\mathbf k'-\mathbf G$. Because $\psi$ itself is unchanged, its periodic part becomes $u_{m\mathbf p}=e^{i\mathbf G\cdot\mathbf r}u_{m\mathbf k'}$, which is the function in (1). The double sum is therefore a single sum over all reciprocal space. With $V^{-1}\sum_{\mathbf p}\to\int d^3p/(2\pi)^3$,

$$\boxed{K_{\mathbf k}=-\int\frac{d^3p}{(2\pi)^3}\,v(\mathbf k-\mathbf p)\,\rho_{\mathbf p},\qquad \rho_{\mathbf p}=\sum_m f_{m\mathbf p}|u_{m\mathbf p}\rangle\langle u_{m\mathbf p}|.} \tag{2}$$

A product in real space, $\gamma w$, has become a convolution in wavevector. Phases of the orbitals cancel in $\rho_{\mathbf p}$. If the integral is restricted to one zone, the sum over $\mathbf G$ in (1) must be kept.

With $u_{m\mathbf k'}=\sum_{\mathbf G}c_{m\mathbf k'}(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, multiplication by $e^{i\mathbf G''\cdot\mathbf r}$ shifts the coefficients, so

$$K_{\mathbf k}(\mathbf G,\mathbf G')=-\frac1V\sum_{\mathbf k'\mathbf G''}v(\mathbf k-\mathbf k'+\mathbf G'')\sum_m f_{m\mathbf k'}c_{m\mathbf k'}(\mathbf G-\mathbf G'')c^*_{m\mathbf k'}(\mathbf G'-\mathbf G''). \tag{3}$$

This matrix need not be stored. For each $\mathbf k'$ and $m$, form $u^*_{m\mathbf k'}u$ on a real-space grid, Fourier transform it, multiply by $v(\mathbf k-\mathbf k'+\mathbf G)$, transform back, multiply by $-f_{m\mathbf k'}u_{m\mathbf k'}/V$, and accumulate. If orbital indices run from $-n_c$ to $n_c$ along an axis, the pair product reaches $\pm2n_c$ and the final product $\pm3n_c$. A grid of at least $4n_c+1$ points along that axis keeps aliases out of the retained coefficients.

## The singularity

For a normalized periodic function $u$, put $\mathbf q=\mathbf k-\mathbf p$ and

$$W(\mathbf q)=\langle u|\rho_{\mathbf k-\mathbf q}|u\rangle,\qquad \langle u|K_{\mathbf k}|u\rangle=-\int\frac{d^3q}{(2\pi)^3}v(\mathbf q)W(\mathbf q). \tag{4}$$

The functions $u_{m\mathbf p}$ at fixed $\mathbf p$ are orthonormal and $0\le f\le1$, so $0\le W\le1$. A ball of radius $q_0$ around the singularity contributes at most

$$\int_{q<q_0}\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{q^2}=\frac{4\pi\cdot4\pi e^2}{8\pi^3}\int_0^{q_0}\frac{q^2}{q^2}\,dq=\frac{2e^2q_0}{\pi}. \tag{5}$$

The volume element cancels the inverse square, and the contribution vanishes with $q_0$. Smoothness of the orbitals in $\mathbf k$ was not used. For $q_0=0.5\ \mathrm{nm^{-1}}$ the ball holds at most 0.458 eV.

In $d$ dimensions the same kernel gives $\int_\epsilon^{q_0}q^{d-3}dq$. This is $q_0-\epsilon$ for $d=3$, $\ln(q_0/\epsilon)$ for $d=2$, and $1/\epsilon-1/q_0$ for $d=1$. If $W$ is continuous at the origin and $W(0)\ne0$, the last two diverge as $\epsilon\to0$. Midpoint sums show the difference. Over a unit cube centred on the origin, the sum for $1/q^2$ is 7.493, 7.583 and 7.629 with 30, 60 and 120 points per side, and its changes halve. Over a unit square, 100, 200 and 400 points per side give 32.21, 36.57 and 40.92. Each doubling adds about $2\pi\ln2=4.355$, the integral over a region between two squares whose sides differ by a factor of two.

This does not make exchange infinite in a layer. There the interaction is still $e^2/r$, whose two-dimensional transform is $2\pi e^2/q$. A disc then contributes $\int_0^{q_0}(2\pi q\,dq/4\pi^2)(2\pi e^2/q)=e^2q_0$, which is finite.

## A bound on the whole operator

Large $q$ must also be controlled. Integrate $\rho_{\mathbf p}$ over all $\mathbf p$. By (3) with $v$ replaced by 1 and the sign reversed, the matrix element is a sum over $\mathbf H=\mathbf G-\mathbf G''$ of $c(\mathbf H)c^*(\mathbf H+\mathbf G'-\mathbf G)$. That is the Fourier coefficient of $|u_{m\mathbf k'}|^2$ at $\mathbf G-\mathbf G'$. Thus

$$\int\frac{d^3p}{(2\pi)^3}\rho_{\mathbf p}=n(\mathbf r),\qquad \int\frac{d^3q}{(2\pi)^3}W(\mathbf q)=\langle u|n|u\rangle\le n_{\max}, \tag{6}$$

where $n(\mathbf r)$ is the density of one spin, acting by multiplication, and $n_{\max}$ its largest value.

Outside the ball $v\le v(q_0)$. Inside it, write $v=v(q_0)+[v-v(q_0)]$ and use $W\le1$ for the positive bracket. The ball has measure $q_0^3/6\pi^2$, so

$$-\langle u|K_{\mathbf k}|u\rangle\le\frac{2e^2q_0}{\pi}-\frac{4\pi e^2}{q_0^2}\frac{q_0^3}{6\pi^2}+\frac{4\pi e^2n_{\max}}{q_0^2}=\frac{4e^2q_0}{3\pi}+\frac{4\pi e^2n_{\max}}{q_0^2}.$$

Setting the derivative to zero gives $q_0^3=6\pi^2n_{\max}$. The last term is then $2e^2q_0/3\pi$. Since $-K_{\mathbf k}$ is Hermitian and non-negative, its norm is the supremum of these expectation values:

$$\|K_{\mathbf k}\|\le\frac{2e^2}{\pi}(6\pi^2n_{\max})^{1/3}. \tag{7}$$

Exchange is therefore a bounded operator whenever the spin density is bounded, in metals as well as insulators.

The uniform electron gas shows that the constant cannot be lowered. There $\rho_{\mathbf p}$ selects $u=1$ for $p<k_F$, with $k_F^3=6\pi^2n$. The angular integral in (2) gives

$$K(k)=-\frac{e^2}{\pi k}\int_0^{k_F}p\ln\left|\frac{k+p}{k-p}\right|dp=-\frac{e^2}{\pi}\left[k_F+\frac{k_F^2-k^2}{2k}\ln\left|\frac{k+k_F}{k-k_F}\right|\right],$$

where the second form follows by parts, using $p^2/(k^2-p^2)=-1+k^2/(k^2-p^2)$. As $k\to0$ the logarithm tends to $2k/k_F$ and $K\to-2e^2k_F/\pi$, which attains (7). At $k=k_F$ the value is finite, $-e^2k_F/\pi$, but the slope grows as $(e^2/\pi)\ln(2k_F/|k-k_F|)$. An integrable singularity ensures a finite operator, not a smooth band.

## What to put at q = 0 on a mesh

Take a cubic mesh with $L=Na$ and $V=L^3$, let $\mathbf k$ lie on it, and let the filled bands be separated by a gap from the rest, so that $\rho_{\mathbf p}$ is smooth. A prime marks a sum without $\mathbf q=0$. Two facts are needed: the error of the punctured sum for a pure Coulomb peak, and the correction due to the shape of $W$.

For the peak, use $F_\beta(\mathbf q)=4\pi e^2e^{-\beta q^2}/q^2$, whose integral is $e^2/\sqrt{\pi\beta}$. The difference $F_\beta-F_{\beta'}$ is smooth and equals $4\pi e^2(\beta'-\beta)$ at the origin. By Poisson summation, its full mesh sum equals its integral up to exponentially small terms when $\beta,\beta'\ll L^2$. The punctured sum misses just the origin. Hence

$$\int\frac{d^3q}{(2\pi)^3}F_\beta-\frac1V{\sum_{\mathbf q}}'F_\beta=\frac{\alpha e^2}{L}-\frac{4\pi e^2\beta}{V}, \tag{8}$$

with $\alpha$ independent of $\beta$ and, by dimensions, a pure number. Setting $\beta=\tau L^2$ and $\mathbf q=2\pi\mathbf n/L$ gives

$$\alpha=\frac1{\sqrt{\pi\tau}}+4\pi\tau-{\sum_{\mathbf n}}'\frac{e^{-4\pi^2\tau n^2}}{\pi n^2}=2.837297,$$

evaluated with $\tau=0.01$ and integers from $-12$ to 12 along each axis.

For an occupied state with $f=1$, $W(0)=1$ is a maximum, so $W=1-\sum_{ij}M_{ij}q_iq_j+\dots$ The tensor $M$ is the quantum metric of the filled bands for this state: it measures how fast the state leaves the filled space as $\mathbf k$ changes. Split $M$ into its trace part and a traceless part. The traceless part gives zero both in the angular integral and in the cubic mesh sum. After subtracting it with a Gaussian cutoff, $vW-F_\beta$ is continuous at the origin, with value $4\pi e^2(\beta-\tfrac13\mathrm{Tr}M)$. The punctured sum omits this value times $1/V$. Adding it to (8) cancels $\beta$:

$$\int\frac{d^3q}{(2\pi)^3}vW-\frac1V{\sum_{\mathbf q}}'vW=\frac{\alpha e^2}{L}-\frac{4\pi e^2}{3V}\mathrm{Tr}M+O(L^{-5}). \tag{9}$$

Odd terms cancel between $\mathbf q$ and $-\mathbf q$. The next even term is of order $q^2$, and with $q\propto1/L$ and the weight $1/V$ it scales as $L^{-5}$.

For an empty state $W(0)=0$ and $W=\sum_{ij}D_{ij}q_iq_j+\dots$ The same argument gives no $1/L$ term and a difference of $+4\pi e^2\,\mathrm{Tr}D/3V$.

Both cases are served by one operator correction,

$$K_{\mathbf k}=K'_{\mathbf k}-\frac{\alpha e^2}{L}\rho_{\mathbf k}, \tag{10}$$

which amounts to setting $v(0)=\alpha e^2L^2$. What remains is of order $L^{-3}$. For a supercell that is not cubic, $\alpha$ must be recomputed from its own lattice sum, and the traceless part of $M$ need not cancel. In a metal the occupations jump at the Fermi surface, and (9) does not describe the resulting mesh error.

The correction belongs to the interaction in use. If exchange is multiplied by a constant fraction, so is $\alpha e^2/L$. For the short-range interaction $v(q)(1-e^{-q^2/4\omega^2})$ the value at $q=0$ is the limit $\pi e^2/\omega^2$. This interaction is $v-F_\beta$ with $\beta=1/4\omega^2$, so (8) applies when $\omega L\gg1$: the limit is then inserted directly, and no $\alpha$ term is added. On a coarser mesh the rule fails. For the filled state of the worked example below, with $\omega=2.08\ \mathrm{nm^{-1}}$, it is in error by 0.30 eV at $L=0.8$ nm and by 0.002 eV at $L=1.6$ nm. With $\omega=0.5\ \mathrm{nm^{-1}}$ the error at $L=1.6$ nm is 2.7 eV.

## Worked example

Take a simple cubic crystal with $a=0.40$ nm and effective potential

$$U=-2V_0[\cos bx+\cos by+\cos bz],\qquad b=2\pi/a,\quad V_0=3\ \mathrm{eV}.$$

The lowest band holds two electrons per cell. $U$ stands for a mean field that includes the Hartree part but not exchange. The orbitals factorize, and each one-dimensional problem is diagonalized in 25 plane waves. The smallest gap is 4.64 eV. At the X point, $\mathbf k=(\pi/a,0,0)$, the direct gap is 5.85 eV between the filled state and the state with the second level along $x$.

A reference that never meets $1/q^2$ comes from $1/r=(2/\sqrt\pi)\int_0^\infty e^{-s^2r^2}ds$. For a state with one-dimensional factors $\phi_i$, each normalized on one cell, it gives

$$\langle K\rangle=-\frac{2e^2}{\sqrt\pi}\int_0^\infty ds\prod_{i=x,y,z}I_i(s),$$

$$I_i(s)=\int_0^a dx\int dy\,\phi_i^*(x)\gamma_1(x,x+y)\phi_i(x+y)e^{-s^2y^2},$$

where $\gamma_1$ is the one-dimensional density matrix. With 32 cells, 96 points per cell, Gauss-Legendre quadrature to $s=48/a$ and an expansion for the tail, the results are $-11.596$ eV for the filled state and $-1.842$ eV for the empty one. First-order exchange thus opens the direct gap by $11.596-1.842=9.754$ eV.

The convolution on an $N^3$ mesh, with $W=W_xW_yW_z$ and $\mathbf q$ reaching four zones and a half each way along every axis, gives for the filled state:

| $N$ | $q=0$ omitted (eV) | $-\alpha e^2/L$ (eV) | corrected (eV) |
|---|---|---|---|
| 4 | −9.068 | −2.554 | −11.622 |
| 8 | −10.322 | −1.277 | −11.599 |
| 16 | −10.958 | −0.638 | −11.596 |

For $N=8$, $L=3.2$ nm and $\alpha e^2/L=2.8373\times1.43996/3.2=1.277$ eV. Without this term the error relative to the real-space value halves at each doubling of $N$. It is still 0.638 eV, or 5.5%, with 4096 wavevectors. With the term, the error has magnitude 0.0257, 0.0028 and 0.0004 eV, close to the predicted factor of eight per doubling. Differences of $W$ over a step $b/1000$ give $\mathrm{Tr}M=0.01489\ \mathrm{nm^2}$. For $N=8$, (9) then predicts a remainder of

$$\frac{4\pi(1.43996)(0.01489)}{3(3.2)^3}=0.0027\ \mathrm{eV},$$

against 0.0028 eV found.

The empty state has no $1/L$ error: at $N=8$ the punctured sum is $-1.840$ eV, within 0.003 eV of the reference. Omitting the $q=0$ term therefore does not shift both levels alike. At $N=8$ it makes the gap opening $10.322-1.840=8.482$ eV, too small by 1.27 eV.

The largest spin density is $207.6\ \mathrm{nm^{-3}}$, so (7) limits the norm to 21.2 eV; the filled state reaches 11.6 eV. Using the mean spin density $1/a^3$ in (7) would give 8.93 eV, which this state exceeds. The maximum density in the bound cannot be replaced by the mean.

## Relation to real insulators

The cell size and starting gap lie in the rough range of wide-gap oxides with cubic cells near 0.4 nm, but such oxides have many more valence electrons and several overlapping bands. Adding the opening to the starting gap gives $5.85+9.75=15.6$ eV, far above the several eV typical of them. One assumption with a large effect on the opening is the unscreened interaction. Replacing it by $4\pi e^2/(q^2+\kappa^2)$, with the Thomas-Fermi value $\kappa=15.3\ \mathrm{nm^{-1}}$ for the model's density, reduces the opening to 1.81 eV. This is metallic screening, stronger than an insulator provides at long distance. The Penn estimate $\varepsilon=1+(\hbar\omega_p/E_g)^2=1+(6.56/5.85)^2=2.26$, applied as a uniform divisor, leaves 4.32 eV. It uses the direct gap at X where an average gap belongs, and so overstates the screening: the model's independent-particle dielectric constant, summed over the zone without local fields, is 1.90, which leaves 5.14 eV. These are rough estimates, not limits on a real gap.

The orbitals were also held fixed. Second-order mixing by bare exchange, exciting one axis at a time among the six lowest one-dimensional levels, lowers the filled state by 0.52 eV and the empty one by 0.07 eV, which would widen the gap by a further 0.45 eV. This is an overestimate, because the energy denominators leave out the first-order exchange shifts, which move the filled and empty levels apart. Diagonalizing the mean field plus the same exchange operator, in the product states of these levels, widens the gap by about 0.24 eV instead. Neither figure includes the change of the density matrix that a self-consistent calculation would bring. Thermal occupation is negligible: at 300 K, $\exp(-E_{\min}/2k_BT)$ is about $10^{-39}$ for the 4.64 eV gap.
